Work, Ground-State Energy and Electronic Excitation under a Constant-Velocity Ion

**The work that comes back**

An ion of charge 1 is pulled at 20 Å/fs through a row of fixed model ions, starting midway between two of them. After 1.25 Å, when it sits on top of a host ion, the agent that pulls it has done 15.16 eV of work. After 2.50 Å, at the next midpoint, the total has fallen to 5.39 eV. The agent has recovered 9.77 eV in the second half of the period, although the electrons have been excited all along. How much of the work is in the electrons at each moment, and what must be subtracted to find it?

**The energy and the constraint**

Atomic units are used in the algebra, eV and Å for numbers. The driven ion has the prescribed position R(t) = R₀ + vt, with v constant. The host ions are held fixed. The orbitals φ_j have fixed occupations f_j and the density is n = Σ_j f_j |φ_j|². The total Kohn-Sham energy is

E[{φ},R] = Σ_j f_j ⟨φ_j| −∇²/2 + V_nl(R) |φ_j⟩ + ∫ n [v_host + v_ion(r−R)] dr + E_H[n] + E_xc[n] + U(R).   (1)

Here v_host and v_ion are local ionic potentials, V_nl is the nonlocal part of the driven ion's pseudopotential, E_H = ½∬ n(r) w(r−r′) n(r′) dr dr′ is the Hartree energy for an even interaction w, and U(R) is the repulsion between the driven ion and the host. The constant host-host repulsion is omitted, and so is the kinetic energy of the ions.

Let F be the force that electrons and host exert on the driven ion, of mass M. Newton's equation with an external agent reads M dv/dt = F + F_agent. Constant velocity requires F_agent = −F, so the agent's work is

W(t) = −∫₀ᵗ F·v dt′.   (2)

The forces that hold the host ions act on bodies at rest and do no work. If v were allowed to vary, the agent's work would also contain the change of Mv²/2; the constraint removes that term.

**The energy balance**

Define the Kohn-Sham operator h by δE/δφ_j* = f_j h φ_j. Varying (1) term by term gives

h = −∇²/2 + V_nl(R) + v_host + v_ion(r−R) + v_H + v_xc,   (3)

with v_H(r) = ∫ w(r−r′) n(r′) dr′ and v_xc = δE_xc/δn. The factor ½ in E_H has disappeared because the density occurs there twice. The functional is adiabatic: v_xc is evaluated at the density of the same instant.

The energy depends on time through R and through the orbitals. If the basis (a grid or plane waves) does not move with the ion, the chain rule gives

dE/dt = v·∂E/∂R|_φ + Σ_j f_j [⟨∂_tφ_j|hφ_j⟩ + ⟨hφ_j|∂_tφ_j⟩].   (4)

The orbitals obey i∂_tφ_j = hφ_j, that is, ∂_tφ_j = −ihφ_j. The bra carries the complex conjugate factor, so the bracket in (4) is

(+i)⟨hφ_j|hφ_j⟩ + (−i)⟨hφ_j|hφ_j⟩ = 0.   (5)

The second term of (4) therefore vanishes for each orbital, even though h depends on time through both R and n. Hermiticity of h was used in (4), when h was moved onto the bra. An absorbing potential added to the equation of motion would spoil the cancellation in (5), and the energy would also change through the loss of electrons.

What remains is the explicit derivative, which defines the force:

F = −∂E/∂R|_φ = −∂U/∂R − ∫ n ∂v_ion(r−R)/∂R dr − Σ_j f_j ⟨φ_j|∂V_nl/∂R|φ_j⟩.   (6)

Thus dE/dt = −F·v, and integration with (2) gives

E(t) − E(0) = W(t).   (7)

This equates the work with the gain of the total energy (1), which still includes the ion-ion repulsion. No steady state, weak coupling or small velocity was assumed. If basis functions are attached to the ion, the derivative at fixed orbitals in (6) is no longer the derivative at fixed expansion coefficients, and further terms are needed.

For a separable potential V_nl = D|β_R⟩⟨β_R| with doubly occupied orbitals, the last term of (6) follows from the product rule. Its two terms are complex conjugates of each other, and their sum is twice a real part:

F_nl = −2D Σ_j [⟨φ_j|∂_Rβ_R⟩⟨β_R|φ_j⟩ + c.c.] = −4D Σ_j Re[⟨φ_j|∂_Rβ_R⟩⟨β_R|φ_j⟩].   (8)

In the example the work of this force reaches 9.76 eV in magnitude along the path. Leaving it out of (2) would break the balance by that amount.

**When the potential does not belong to the energy**

Suppose the orbitals are propagated with a potential v_used in place of v_xc, while the energy is still computed from E_xc[n]. The propagating operator is h_used = h + v_used − v_xc, so h = h_used + δv with δv = v_xc − v_used. The part h_used cancels in (4) as in (5). The local part δv leaves

Σ_j f_j ∫ δv [(∂_tφ_j*)φ_j + φ_j*∂_tφ_j] dr = ∫ δv ∂_t n dr,

and the balance becomes

E(t) − E(0) = W(t) + ∫₀ᵗ dt′ ∫ (v_xc − v_used) ∂n/∂t′ dr.   (9)

This applies to any local potential that is not the derivative of the instantaneous energy functional, including one with memory if E_xc[n] is still used to report the energy.

A run with the exchange potential frozen at its initial value shows the size of the effect. The largest mismatch between energy gain and work is −1.54 eV, and the integral in (9) gives the same value. Its sign can be derived. For a local exchange energy density e_x(n) with v_x = de_x/dn, the time integral at each point is an integral over density from n₀ to n:

∫ [v_x(n′) − v_x(n₀)] dn′ = e_x(n) − e_x(n₀) − v_x(n₀)(n − n₀).   (10)

In the model below v_x decreases with n. The integrand is then negative when n′ > n₀; when n′ < n₀ it is positive but dn′ is negative. Either way (10) cannot be positive.

**Separating the conservative part**

Let E_BO(R) be the minimum of (1) over orthonormal orbitals at fixed R and the same occupations. Assume that the minimizing state is nondegenerate and varies smoothly with R. Its orbitals χ_j satisfy hχ_j = ε_jχ_j, so

dE_BO/dR = ∂E/∂R|_χ + Σ_j f_j ε_j [⟨∂_Rχ_j|χ_j⟩ + ⟨χ_j|∂_Rχ_j⟩]
= ∂E/∂R|_χ + Σ_j f_j ε_j ∂_R⟨χ_j|χ_j⟩ = ∂E/∂R|_χ,   (11)

because the norm is constant. The static force F_BO, which is (6) evaluated with the χ_j, is therefore −dE_BO/dR, and the work against it depends on the end points alone:

−∫₀ᵗ F_BO·v dt′ = E_BO(R(t)) − E_BO(R₀).   (12)

Define the excitation energy as the excess over the ground state at the current ion position,

E_exc(t) = E(t) − E_BO(R(t)).   (13)

Inserting (7) for E(t), and writing E(0) = E_exc(0) + E_BO(R₀), gives

E_exc(t) − E_exc(0) = W(t) − [E_BO(R(t)) − E_BO(R₀)] = ∫₀ᵗ (F_BO − F)·v dt′.   (14)

The last form follows from (2) and (12). For a run that starts in the ground state E_exc(0) = 0, and the electronic excitation energy equals the external work less the conservative part.

It also cannot be negative. Hermitian propagation keeps the orbitals orthonormal, so they are admissible trial orbitals for the minimum that defines E_BO(R(t)). The integrand in (14) has no such fixed sign: the excitation energy may decrease for a while, but it cannot fall below zero.

**Two meanings of electronic energy**

One may instead remove the ion-ion repulsion alone and call E_el = E − U the electronic energy. From (7),

ΔE_el = W − ΔU.   (15)

This is equally true, but it is a different quantity. Since E = E_exc + E_BO, a ground-state start gives

ΔE_el = E_exc + Δ(E_BO − U).   (16)

The last term is the reversible change of electronic energy as the ion moves through the host. It would be present at vanishing speed and is not excitation.

In a perfect host that repeats with period a along the path of the ion, both U and E_BO return to their initial values after m whole periods. All the definitions then agree, and the mean stopping for a ground-state start is

S = W(ma)/(ma) = E_exc(ma)/(ma).   (17)

Within a period, or in a disordered host, the ground-state term has to be subtracted explicitly.

If the host ions are free to move, their mutual repulsion is no longer constant and must be included in E and E_BO. With masses M_I, positions R_I, velocities V_I and forces F_I = −∂E/∂R_I at fixed orbitals, each host ion adds −F_I·V_I to dE/dt, while its kinetic energy changes at the rate M_I V_I·dV_I/dt = +F_I·V_I. These terms cancel in the sum, and

W = ΔE + ΔK_host = E_exc + ΔE_BO + ΔK_host   (18)

for a ground-state start, with E_BO now a function of all positions. The displaced lattice need not return to its initial energy, so (17) no longer holds. The example below keeps the host fixed.

**A computable model**

The host is a ring of ten ions of charge 2, spaced by 2.50 Å, with twenty electrons. The driven ion has charge 1 and brings no electrons. Unit charges interact through w(x) = A exp(−κ|x|), with A = 30 eV and 1/κ = 1.25 Å. Each ion is a Gaussian charge with standard deviation 0.30 Å. The driven ion also carries a normalized projector β_R(x) ∝ exp[−(x−R)²/2b²] with b = 0.40 Å and strength D = 5 eV. These are round model parameters and describe no material. Correlation is omitted.

Exchange is treated in the local-density approximation for this same interaction. In a uniform closed-shell gas with k_F = πn/2, the one-particle density matrix at separation u is n sin(k_F u)/(k_F u), and the exchange energy per length is

e_x = −(n²/4) ∫ w(u) [sin(k_F u)/(k_F u)]² du.

The Fourier transform of w is 2Aκ/(κ²+k²). That of the squared factor is (π/k_F)(1 − |k|/2k_F) for |k| < 2k_F and zero beyond. With p = 2k_F = πn, Parseval's theorem gives the prefactor (n²/4)(1/2π)(π/k_F)·2 = n²/(4k_F) = p/(2π²), and hence

e_x = −(p/2π²) ∫₀ᵖ [2Aκ/(κ²+k²)] (1 − k/p) dk
= −(A/π²) [p arctan(p/κ) − (κ/2) ln(1 + p²/κ²)].   (19)

Since v_x = de_x/dn = π de_x/dp,

v_x = −(A/π) [arctan(p/κ) + pκ/(κ²+p²) − κp/(κ²+p²)] = −(A/π) arctan(πn/κ).   (20)

This decreases with n, as was used after (10).

**Reading the balance**

Ground-state calculations put the energy with the ion on a host site 12.678 eV above that at the midpoint. Integrating the static force over the same half period gives 12.678 eV as well, which tests (12). Over a whole period the static work is zero to within 10⁻⁹ eV. The smallest Kohn-Sham gap found at the sampled positions is 0.60 eV, so no degeneracy was met there.

The opening numbers can now be resolved. At 1.25 Å, (14) gives

E_exc = 15.158 − 12.678 = 2.480 eV.

At 2.50 Å the ground-state term is zero and E_exc = 5.389 eV. In the second half period the ground-state energy returns 12.678 eV, while the excitation energy grows by 5.389 − 2.480 = 2.909 eV. The change in the agent's work is

−12.678 + 2.909 = −9.769 eV.

For most of this half period the agent is holding back an ion that is being pushed forward off the host site. Most of the work done in the first half period was stored reversibly.

Removing the ion-ion repulsion alone at 1.25 Å gives, by (15),

ΔE_el = 15.158 − 12.522 = 2.636 eV.

The excess of 0.156 eV over E_exc is the reversible electronic energy in (16), 12.678 − 12.522 eV. It is small at this position, but (16) gives no reason for it to be small in general.

The numerical output lists the balance at eight half periods. At each of them E_exc computed from the energies was tested against the work of the force difference in (14). In the run with the smaller time step, 0.25 as, the largest difference between energy gain and work is 2.8 × 10⁻⁴ eV, against a final work of 18.70 eV. With a step of 0.50 as it is 1.1 × 10⁻³ eV, larger by a factor of 4.00. This is the behaviour of a second-order error, as expected from a time-symmetric propagation step and the trapezoidal rule for the work. The imbalance thus comes from the discretization of time and not from a missing term in (7).

**From the balance to a stopping power**

After four periods, (17) gives

S = 18.699 eV / 10.00 Å = 1.87 eV/Å,

or 0.0364 hartree/bohr. This is a mean over a short path. The excitation energies gained in the successive periods are 5.39, 7.54, 3.48 and 2.28 eV, so no steady state has been reached, and S would change if the path were cut or extended. The first period contains the response to the sudden start. The cause of the later decline is not determined here; runs with longer rings and paths would show how far it depends on the size of the cell. The identity accounts for the work in each period whether or not the periods are alike. For a steady stopping power one must also see the increments settle.

Over the same four periods the mean stopping is 0.36 eV/Å at 10 Å/fs and 3.88 eV/Å at 40 Å/fs. Of these three speeds the higher one always gives the larger value, but this does not show that the stopping rises steadily between them. A maximum may lie between two sampled speeds, and only a finer set of speeds would reveal it.

The slow limit shows what the subtraction achieves. When a gap separates the occupied from the empty orbitals and the ion moves slowly enough, the electrons are expected to stay close to the instantaneous ground state. Then F approaches F_BO, and the integrand in (14) tends to zero. At 1 Å/fs the excitation energy after one period is 0.039 eV, compared with 5.39 eV at 20 Å/fs. The ground-state energy still rises and falls by 12.68 eV on the way. Within a period the work therefore stays large while the excitation becomes small.

**Electrons that travel with the ion**

Even E_exc is not purely energy left behind in the host. Consider a neutral atom with N electrons in empty space, described by a local ionic potential and real ground-state orbitals χ_j. Let the whole atom move at velocity v along x. The trial orbitals are

φ_j(x,t) = exp[ivx − i(ε_j + v²/2)t] χ_j(x−vt).   (21)

Write θ for the exponential factor and a prime for the derivative of χ_j. The left side of the equation of motion is

i∂_tφ_j = θ [(ε_j + v²/2)χ_j − ivχ_j′].

On the right, the kinetic operator gives

−½∂_x²φ_j = θ [−½χ_j″ − ivχ_j′ + (v²/2)χ_j].

The density is the ground-state density carried along rigidly, so the potentials in h are those of the static atom centred at vt. They combine with −½χ_j″ to give ε_jχ_j, and the two sides agree. Thus (21) solves the Kohn-Sham equations.

The density-dependent terms of the energy are those of the atom at rest. The kinetic energy changes by v times the total momentum of the static orbitals, which is zero because they are real, plus v²/2 per electron:

E_exc = N v²/2.   (22)

For a local potential F depends on the density alone and so equals the static force. That force is zero, because E_BO does not depend on R in empty space. Hence W = 0 and E_exc stays constant, in accordance with (14) for a nonzero E_exc(0).

A two-electron atom boosted to 20.37 Å/fs on an empty ring confirms this. Its excitation energy is 23.58 eV, equal to Nv²/2 to the printed digits, and the largest work along the path is below 10⁻⁹ eV. None of this energy has been lost to a medium, since there is none.

In a solid, an ion that starts at full speed among electrons at rest may gather some of them and carry them along. The energy needed to build up a constant carried charge appears once in E_exc as part of the start, and it is not continuing dissipation. Repeated capture and loss of electrons along the path, by contrast, keeps adding to E_exc. The main run does not separate this share. If the motion becomes periodic in the frame of the ion, the carried energy is the same at two times one period apart. It then drops out of the increment

E_exc(t+a/v) − E_exc(t) = W(t+a/v) − W(t),   (23)

which follows from (14) because E_BO has the period a. Dividing this increment by a gives the steady electronic stopping power along this one trajectory, for a fixed host and the adiabatic functional used. In a real crystal the value depends on direction and impact parameter, and comparison with measurements on randomly directed ions requires an average over trajectories. In a finite cell it must be read before the ion meets its own wake, and only after successive increments have become equal.

Calculated quantities

```
interaction strength A = 30.0 eV, range 1/kappa = 1.25 angstrom
host: 10 ions of charge 2, spacing 2.50 angstrom, 20 electrons
moving ion: charge 1, ion smearing width = 0.30 angstrom
projector strength = 5.0 eV, width = 0.40 angstrom
grid points = 160, grid step = 0.15625 angstrom
main speed = 20.0 angstrom/fs, time steps = 0.50 and 0.25 as
smallest Kohn-Sham gap on sampled path = 0.599 eV
ground-state energy rise, midpoint to host site = 12.67812 eV
same rise from integrated static force = 12.67812 eV
static work over one whole period = 3.5e-10 eV
main run, smaller time step; columns: distance (angstrom), work W (eV),
  ion-ion change (eV), ground-state change (eV), excitation energy (eV)
    1.25    15.1578    12.5217    12.6781     2.4799
    2.50     5.3893     0.0000     0.0000     5.3894
    3.75    23.2075    12.5217    12.6781    10.5297
    5.00    12.9343     0.0000     0.0000    12.9343
    6.25    28.0861    12.5217    12.6781    15.4082
    7.50    16.4166     0.0000     0.0000    16.4166
    8.75    30.0863    12.5217    12.6781    17.4085
   10.00    18.6987    -0.0000     0.0000    18.6988
excitation energy gained in periods 1 to 4 (eV): 5.3894 7.5449 3.4823 2.2821
largest |energy gain - work|, time step 0.50 as = 1.11e-03 eV
largest |energy gain - work|, time step 0.25 as = 2.78e-04 eV
ratio of these errors = 4.000
largest |work of nonlocal force| on path = 9.7633 eV
mean stopping over 4 periods at 10 angstrom/fs = 0.3628 eV/angstrom
mean stopping over 4 periods at 20 angstrom/fs = 1.8699 eV/angstrom
mean stopping over 4 periods at 40 angstrom/fs = 3.8777 eV/angstrom
main result in atomic units = 0.03636 hartree/bohr
excitation after one period at 1 angstrom/fs = 0.0389 eV
frozen exchange: largest energy-work mismatch = -1.5445 eV
frozen exchange: predicted mismatch there = -1.5445 eV
boosted atom (charge 2, 2 electrons): speed = 20.367 angstrom/fs
boosted atom: excitation energy = 23.5846 eV, N v^2/2 = 23.5846 eV
boosted atom: largest |work| = 5.3e-10 eV
```
